\section*{The quantized trace of the circular injection rate in Weyl semimetals, part 3}

Light with $\mathbf E(t)=\mathbf E\,e^{-\mathrm i\omega t}+\mathbf E^*e^{\mathrm i\omega t}=-\partial_t\mathbf A(t)$ enters the Bloch Hamiltonian as $H(\mathbf k-q\mathbf A(t))$. It excites independent electrons, $q=-e$, from band $v$ to band $c$, and the current grows at the rate
\begin{equation}
\frac{dj_a}{dt}=2\pi q^3\sum_{v,c}\int\!\frac{d^3k}{(2\pi)^3}\,(f_v-f_c)\,\partial_a\varepsilon_{cv}\,|\mathbf E\cdot\mathbf r_{cv}|^2\,\delta(\varepsilon_{cv}-\omega),
\label{golden}
\end{equation}
with $\hbar=e=1$, occupations $f_n$, gap $\varepsilon_{cv}$ and $\mathbf r_{cv}=\mathrm i\langle c|\nabla v\rangle$. The helicity-odd (circular) part is $\beta_{ab}(\mathbf E\times\mathbf E^*)_b$, where $\beta_{ab}=\mathrm i q^3B_{ab}/4\pi=-\mathrm i\beta_0B_{ab}$, $\beta_0=\pi e^3/h^2=0.18368\ e/(\mathrm{V^2fs^2})$ and $B_{ab}=\frac1{2\pi}\int d^3k\,(f_v-f_c)\,\partial_a\varepsilon_{cv}\,\Omega^{vc}_b\,\delta(\varepsilon_{cv}-\omega)$. The even part has weight $g_{bl}\,\mathrm{Re}(E_bE_l^*)$. For $\sigma^+$ light about $z$, $(\mathbf E\times\mathbf E^*)_z=-\mathrm i|E|^2$.

For two bands, $H=d_0+\mathbf d\cdot\boldsymbol\sigma$, $p=|\mathbf d|$, $\mathbf n=\mathbf d/p$, $\varepsilon_{cv}=2p$, the metric and curvature are
\begin{align}
g_{bl}&=\frac{\partial_b\mathbf d\cdot\partial_l\mathbf d-(\mathbf n\cdot\partial_b\mathbf d)(\mathbf n\cdot\partial_l\mathbf d)}{4p^2},\label{metric}\\
\Omega^{vc}_{bl}&=\mathrm i\,\frac{-2\mathrm i\,\mathbf n\cdot(\partial_b\mathbf d\times\partial_l\mathbf d)}{4p^2}=\frac{\mathbf d\cdot(\partial_b\mathbf d\times\partial_l\mathbf d)}{2p^3}.
\label{dform}
\end{align}
Near a simple node, with $D_{ia}=\partial_ad_i$, $\chi=\mathrm{sgn}\det D$ and $d^3k=p^2dp\,d\Omega_{\mathbf n}/|\det D|$,
\begin{equation}
B_{ab}=\chi\,\big\langle(f_v-f_c)\,(D^T\mathbf n)_a\,(D^{-1}\mathbf n)_b\big\rangle,\qquad
\mathrm{Tr}\,B=\chi\,\langle f_v-f_c\rangle,
\label{Bsphere}
\end{equation}
averaged over directions $\mathbf n$ at $p=\omega/2$. $\mathrm{Tr}\,B$ equals the node's lower-band Chern number $C_v$ for two bands if its resonant surface is closed, $f_v-f_c=1$ there, and no other resonant piece contributes.

The program's output, printed at the end, also covers earlier examples:
a curved node, $\mathbf d=v(k_x\zeta,k_y\zeta,k_z)$, $\zeta=1+\lambda k_z$, epsilon $=\lambda\omega/2v$, whose diagonal elements of $B$ differ;
a linear node with constant $D$ (printed as M);
an overtilted node, $\mathbf d=v\mathbf k$, $d_0=\kappa vk_z$;
a double node, $C_v=2$;
and a node $v\mathbf k\cdot\boldsymbol\sigma$ coupled, with strength $u$ and linearly in $\mathbf k$, to a third level at $\Delta$, where $1-\mathrm{Tr}\,B=u^2\omega^2/2v^2\Delta^2$ at leading order.

\section{A lattice model with numbers}

\noindent\textit{Q.} Show me a periodic model in which all the conditions hold at once, with both nodes present.

\medskip\noindent\textit{A.} With lattice constant $a$ and $X=k_xa$, $Y=k_ya$, $Z=k_za$, take
\begin{equation}
d_0=\gamma\sin Z,\qquad \mathbf d=t\,\big(\sin X,\ \sin Y,\ 2+\cos Z_0-\cos X-\cos Y-\cos Z\big),
\end{equation}
with the round model values $t=1$ eV, $\gamma=0.4$ eV, $a=4$ \AA, $Z_0=\pi/3$ and chemical potential $\mu=0.3$ eV. The vector $\mathbf d$ vanishes at $X=Y=0$, $Z=\pm Z_0$, that is $k_z=\pm0.26180$ \AA$^{-1}$. If $X$ or $Y$ is $\pi$, then $d_z/t\geq2+\cos Z_0-1>0$, so there are no other nodes. The node energies are $\pm\gamma\sin Z_0=\pm0.34641$ eV. At $+Z_0$, $D$ is diagonal with $ta=4.0000$ eV\,\AA\ twice and $ta\sin Z_0=3.4641$ eV\,\AA, so $\chi=+1$; at $-Z_0$ the last entry changes sign. The overlap calculation gives $C_v=+1$ and $-1$. The tilt ratio is $\gamma\cos Z_0/(t\sin Z_0)=0.2309<1$. On the axis between the nodes the gap is largest at $Z=0$, where it is $2t(1-\cos Z_0)=1.0000$ eV; at that photon energy the two resonant surfaces merge.

Since $d_0$ depends on $Z$ only, the Pauli conditions are decided at the extreme values of $Z$ on each surface. These lie on the axis. Let $P=\hbar\omega/2t<\tfrac12$, $\xi=\cos Z_0-\cos Z$, $U=U_1+U_2$ with $U_1=1-\cos X$, $U_2=1-\cos Y$, and $\Sigma=\sin^2X+\sin^2Y$. The surface is $\Sigma+(\xi+U)^2=P^2$. Then $\xi\leq\sqrt{P^2-\Sigma}-U\leq P$, with equality on the axis. On the other side $-\xi\leq U+\sqrt{P^2-\Sigma}$, and this is at most $P$ if $U\le P$ and $\Sigma\geq2PU-U^2$. On the surface $\cos X\geq0$ and $\cos Y\geq0$, since otherwise $U>1$ and $\xi+U>\cos Z_0=\tfrac12>P$. The first condition then holds because $U_1\leq\sin^2X$ for $\cos X\geq0$, so $U\leq\Sigma\leq P^2$. The second holds because $\sin^2X=2U_1-U_1^2$ gives $\Sigma\geq2U-U^2$.

The node at $+Z_0$ lies above $\mu$. Its lower state is highest at the largest $Z$, where $\cos Z=\cos Z_0-P$, and must be filled: $\gamma\sin Z-\hbar\omega/2<\mu$. Equality occurs at $\hbar\omega=0.1180$ eV: $\cos Z=0.5-0.0590=0.4410$, $\sin Z=0.8975$, and $0.3590-0.0590=0.3000$ eV. For larger $\omega$ the left side keeps falling, since its derivative along the axis, $\gamma\cos Z-t\sin Z$, is negative for $Z_0<Z<\pi/2$. The upper state is lowest at the smallest $Z$, with energy $\gamma\sin Z+t(\cos Z-\cos Z_0)$. This function is concave on $0<Z<Z_0$ and its end values, $0.5$ and $0.346$ eV, exceed $\mu$, so the upper state is always empty. The node at $-Z_0$ is blocked while its upper state is filled. That state is highest at the end nearest $Z=0$, where $\cos Z=\cos Z_0+P$, and reaches $\mu$ at $\hbar\omega=0.8766$ eV: $\cos Z=0.9383$, $|\sin Z|=0.3458$, and $-0.1383+0.4383=0.3000$ eV. At zero temperature $\mathrm{Tr}\,B=1$ between $0.1180$ and $0.8766$ eV. The program tests this to $10^{-5}$ at two interior energies and just inside each edge.

Outside, the trace is $0.67$ at $0.10$ eV and $0.92$ at $0.92$ eV, given to two figures because the integrand has a step. The first value is close to what \eqref{Bsphere} gives for the linearized node: the lower state is filled if $0.34641+0.2309\times0.05\,n_z-0.05<0.3$, that is $n_z<0.31$, an active fraction $(1+0.31)/2\approx0.66$. At $0.92$ eV a cap of the second node has opened and subtracts its flux. At $300$ K, $k_BT=0.02585$ eV, the trace at $0.5$ eV is $0.9995$. The lower state of the active node lies about $0.3-(0.346-0.25)=0.204$ eV below $\mu$, and $e^{-0.204/0.02585}\approx4\times10^{-4}$ is of the order of the deficit from one. With $\gamma=\mu=0$ both nodes are active and the trace vanishes to rounding error; that model has the inversion symmetry $\sigma_zH(-\mathbf k)\sigma_z=H(\mathbf k)$.

\medskip\noindent\textit{Q.} The output gives $B_{xx}=B_{yy}=B_{zz}=0.333333$ at $0.5$ eV. You just argued that curved bands split the diagonal, and these bands are curved.

\medskip\noindent\textit{A.} This model is a case in which they do not. The rows of $D/ta$ are $(\cos X,0,0)$, $(0,\cos Y,0)$ and $(\sin X,\sin Y,\sin Z)$. Hence
\begin{align}
D^T\mathbf n&=ta\,\big(n_x\cos X+n_z\sin X,\ n_y\cos Y+n_z\sin Y,\ n_z\sin Z\big),\\
D^{-1}\mathbf n&=\frac1{ta}\Big(\frac{n_x}{\cos X},\ \frac{n_y}{\cos Y},\ \frac{n_z-n_x\tan X-n_y\tan Y}{\sin Z}\Big).
\end{align}
On the surface $\sin X=Pn_x$ and $\sin Y=Pn_y$ do not depend on $n_z$. So $B_{xx}=\langle n_x^2\rangle+\langle n_xn_z\tan X\rangle$ and $B_{zz}=\langle n_z^2\rangle-\langle n_z(n_x\tan X+n_y\tan Y)\rangle$, and the corrections are odd in $n_z$ and vanish. Each off-diagonal element is odd in $n_x$ or $n_y$, because $\cos X$, $\cos Y$ and $\sin Z$ are even in them. Thus $B=\mathbb 1/3$ throughout the window, which the program tests at $0.5$ eV. It is a property of this $\mathbf d$, and the curved node shows that it is not general.

\medskip\noindent\textit{Q.} What current does that make?

\medskip\noindent\textit{A.} For $\sigma^+$ light about $z$ the circular rate is $\beta_{zz}(-\mathrm i|E|^2)=(-\mathrm i\beta_0B_{zz})(-\mathrm i|E|^2)=-\beta_0B_{zz}|E|^2$. Take $|E|=10^{-5}$ V/\AA\ for the field inside the crystal. In vacuum such a field, with time average $\overline{\mathbf E(t)^2}=2|E|^2$, carries the intensity $2c\epsilon_0|E|^2=5.31\times10^7$ W/m$^2$. Then
\begin{equation}
\frac{dj_z}{dt}\Big|_{\rm circ}=-0.18368\times\tfrac13\times10^{-10}=-6.12\times10^{-12}\ \frac{e}{\text{\AA}^2\,\mathrm{fs}^2},
\end{equation}
which is $-9.81\times10^{19}$ A/(m$^2$s). The trace needs three measurements: for each axis, light circular about that axis, the current along it, and half the difference of the two helicities. Their sum is $-\beta_0|E|^2\,\mathrm{Tr}\,B=-1.837\times10^{-11}\ e/(\text{\AA}^2\mathrm{fs}^2)$. In steady state the rate is balanced by scattering. In the simplest model, $d\mathbf j/dt=(\text{injection rate})-\mathbf j/\tau_r$ with one relaxation time, the current is $\tau_r$ times the rate. For $\tau_r=100$ fs the circular part is $-6.12\times10^{-10}\ e/(\text{\AA}^2\mathrm{fs})$, or $-9.81\times10^6$ A/m$^2$. The steady current is not universal, because $\tau_r$ is not.

The helicity difference is needed here, since the even rate is $+6.15\times10^{-13}\ e/(\text{\AA}^2\mathrm{fs}^2)$, a tenth of the circular one in magnitude. It follows from \eqref{metric}. In \eqref{golden} the prefactor is $2\pi q^3/(2\pi)^3=-\beta_0/\pi$. With $|\partial_x\mathbf d|^2=t^2a^2$, $\det D=(ta)^3\cos X\cos Y\sin Z$ and $\partial_z\varepsilon_{cv}=2ta\,n_z\sin Z$, the weight $\tfrac12|E|^2(g_{xx}+g_{yy})$ gives
\begin{align}
\frac{dj_z}{dt}\Big|_{\rm even}&=-\frac{\beta_0|E|^2}{2}\Big\langle\frac{n_z\,[\,2-(n_x\cos X+n_z\sin X)^2-(n_y\cos Y+n_z\sin Y)^2]}{\cos X\cos Y}\Big\rangle\nonumber\\
&=\beta_0|E|^2P\,\Big\langle n_z^2\Big(\frac{n_x^2}{\cos Y}+\frac{n_y^2}{\cos X}\Big)\Big\rangle ,
\end{align}
where the numerical factor is $\frac1\pi\cdot\frac12\cdot4\pi\cdot2\cdot\frac12\cdot\frac14=\frac12$, and only the cross terms of the squares, odd in $n_z$, survive the average. Expanding $1/\cos Y\simeq1+P^2n_y^2/2$ and using $\langle n_x^2n_z^2\rangle=\tfrac12\langle(1-n_z^2)n_z^2\rangle=1/15$ and $\langle n_x^2n_y^2n_z^2\rangle=\tfrac18\langle(1-n_z^2)^2n_z^2\rangle=1/105$, the rate is $\beta_0|E|^2(2P/15)(1+P^2/14)$ through order $P^3$. With $P=0.25$ this is $1.8368\times10^{-11}\times0.03333\times1.0045=6.150\times10^{-13}$, the printed value. The formula assumes a full Pauli factor and so holds only inside the window. It starts at order $P$ because for a linear node with a full Pauli factor the averaged function is odd in $\mathbf n$ and the even rate is zero.

\section{Independent checks of the prefactor}

\noindent\textit{Q.} Your surface integrals look only near the two nodes, and they all rest on the golden rule. A lost factor of 2 or $\pi$ in \eqref{golden} would pass every one of them.

\medskip\noindent\textit{A.} The first point is met by a sum over the whole zone on a $128^3$ grid, with the curvature from \eqref{dform} and the delta function replaced by a Gaussian of width $0.07$ eV centred at $0.5$ eV. Smearing averages $\mathrm{Tr}\,B(\omega)$ over frequency, and the trace is constant out to the window edges, which are $(0.5-0.1180)/0.07=5.5$ and $(0.8766-0.5)/0.07=5.4$ widths away. The sum gives $1.0000$, tested to $2\times10^{-3}$. A separate test evaluates \eqref{golden} with diagonalized eigenvectors for an elliptical $\mathbf E$ and for $\mathbf E^*$, and compares half the difference with $\beta\,(\mathbf E\times\mathbf E^*)$ built from \eqref{dform}.

The second point is met by solving the time-dependent problem for $H(\mathbf k-q\mathbf A(t))$ without expanding in the field. For two bands the Heisenberg equation $\dot{\boldsymbol\sigma}=\mathrm i[H,\boldsymbol\sigma]$ with $[\sigma_i,\sigma_j]=2\mathrm i\epsilon_{ijk}\sigma_k$ gives $\dot{\mathbf S}=2\,\mathbf d(\mathbf k-q\mathbf A)\times\mathbf S$ for $\mathbf S=\langle\boldsymbol\sigma\rangle$. It starts at $-\mathbf n$, and the final population of the upper band is $(1+\mathbf S\cdot\mathbf n)/2$. The pulse is $q\mathbf A=A_0e^{-t^2/2\tau^2}(\hat{\mathbf e}\,e^{-\mathrm i\omega t}+\text{c.c.})$ with $\tau=13.164$ fs, $A_0/\hbar=10^{-4}$ \AA$^{-1}$ and $\hbar\omega=0.5$ eV. The prediction is found as follows. First-order theory gives the final population $|q\tilde{\mathbf E}(\varepsilon_{cv})\cdot\mathbf r_{cv}|^2$, with $\tilde{\mathbf E}(\omega')=\int dt\,\mathbf E(t)e^{\mathrm i\omega't}$. Inserting $1=\int d\omega'\,\delta(\varepsilon_{cv}-\omega')$ shows that the final current is the rate \eqref{golden} with $|E|^2$ replaced by $|\tilde E(\omega')|^2$ and integrated with $d\omega'/2\pi$. For the Gaussian, $|q\tilde E|^2=\omega'^2A_0^2\,2\pi\tau^2e^{-(\omega'-\omega)^2\tau^2}$, and
\begin{equation}
F=\int\frac{d\omega'}{2\pi}\,|q\tilde E|^2=\sqrt\pi\,A_0^2\,\tau\Big(\omega^2+\frac1{2\tau^2}\Big).
\end{equation}
The particle current $\mathbf j/q$, odd in helicity and summed over the three axes, should be $(\mathrm i/4\pi)(-\mathrm i)F\,\mathrm{Tr}\,B=F\,\mathrm{Tr}\,B/4\pi$, because the trace is constant over the spectrum of the pulse. Propagating six pulses, two helicities about each axis, and solving for the trace gives $0.9997$, which is $3\times10^{-4}$ below $C_v=1$ and inside the tested tolerance of $5\times10^{-3}$. The propagated points lie on 17 surfaces of constant gap between $0.26$ and $0.74$ eV around the active node. The incipient saturation of the transition, this grid in gap energy, the coarse angular grid, the time step and the cutting of the pulse at $\pm5\tau$ are among the approximations present; their shares in that difference were not separated. Each of the six current vectors is also tested against \eqref{golden}, metric term included. The propagation fixes the prefactor and sign of the transition rate. It takes the final current from the populations and the band velocities, which after the pulse is the time-averaged current, so it does not probe the currents that flow only while the light is on.

\section*{Numbers as computed}
\begin{verbatim}
t = 1.0 eV, gamma = 0.4 eV, a = 4.0 A, k0 a = 1.04720, mu = 0.3 eV
node position k0 = 0.26180 1/A; node energies = +-0.34641 eV
hbar v_x = 4.0000 eV A, hbar v_z = 3.4641 eV A
tilt ratio = 0.2309
lower-band Chern number at +k0, -k0 = 1.000000, -1.000000
quantized window = 0.1180 to 0.8766 eV
surfaces merge at 1.0000 eV
photon energy = 0.5 eV
B_xx, B_yy, B_zz = 0.333333, 0.333333, 0.333333
max off-diagonal B = 2.3e-14
Tr B = 1.000000; Im Tr beta/beta0 = -1.000000
Tr B, BZ sum (128^3, width 0.07 eV) = 1.0000
pulse: tau = 13.164 fs, |qA|/hbar amplitude = 0.0001 1/A
Tr B, real-time propagation = 0.9997
Tr B at 0.10 eV = 0.67, at 0.92 eV = 0.92
kT(300 K) = 0.02585 eV, Tr B = 0.9995
|Tr B|, gamma = mu = 0 (both nodes) = 1.6e-15
curved node: v = 2.0 eV A, lambda = 4.0 A, epsilon = 0.500
curved node diag B = 0.352082, 0.352082, 0.295837
curved node Tr B = 1.000000
curved node B_zz: integral 0.295837, leading order 0.300000
linear node det M = -7.2880 (eV A)^3
linear node diag B = -0.333333, -0.333333, -0.333333
overtilted node kappa = 2.0: Tr B = 0.50
double node: Tr B = 2.000000
third band: v = 2.0 eV A, u = 2.0 eV A, Delta = 2.0 eV
1 - Tr B at 0.05 eV = 3.125e-04 (leading order 3.125e-04)
1 - Tr B at 0.10 eV = 1.250e-03, exponent = 2.000
h = 4.135668 eV fs
beta0 = 0.079577 a.u. = 0.18368 e/(V^2 fs^2) = 2.9429e+10 A/(V^2 s)
|E| = 1e-05 V/A, vacuum intensity = 5.309e+07 W/m^2
sigma+ along z, circular dj_z/dt = -6.1226e-12 e/(A^2 fs^2)
  = -9.8095e+19 A/(m^2 s)
helicity-even dj_z/dt = 6.150e-13 e/(A^2 fs^2)
sum over x,y,z of circular rates = -1.8368e-11 e/(A^2 fs^2)
relaxation time = 100.0 fs: j_z = -6.1226e-10 e/(A^2 fs)
  = -9.8095e+06 A/m^2
\end{verbatim}
